# Debugging a numerical check: Spurious tension from a frozen plane-wave basis in two dimensions

```python
"""Spurious tension of a strictly two-dimensional plane-wave crystal.

Result under test, for isotropic strain:
    tension(frozen basis) = tension(constant cutoff) - (Ec/A) dE/dEc
E: energy per cell, A: cell area, Ec: kinetic-energy cutoff, tension: dE/dA.
Model: hexagonal lattice of Gaussian wells -V0 exp(-r^2/(2 s^2)), two electrons
per cell in the lowest band. Atomic units inside, eV and angstrom in the output.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import ive

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
TENSION = HARTREE / BOHR**2                 # atomic unit of tension in eV/A^2
NEWTON_PER_M = const.e * 1e20               # 1 eV/A^2 in N/m

a_ang, depth_ev, width_ang = 3.2, 50.0, 0.5
cutoff_ev, high_cutoff_ev = 150.0, 500.0
stiffness_ev = 5.0                          # area stiffness, eV/A^2
contact_ev = 4.0                            # contact repulsion, eV A^2

V0, s = depth_ev / HARTREE, width_ang / BOHR
Ec, Ehigh = cutoff_ev / HARTREE, high_cutoff_ev / HARTREE
cell0 = a_ang / BOHR * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
A0 = abs(np.linalg.det(cell0))
NG = 32                                     # Fourier table size per direction
labels = np.array([(i, j) for i in range(-8, 9) for j in range(-8, 9)])
freq = np.rint(np.fft.fftfreq(NG, 1 / NG)).astype(int)
table = np.stack(np.meshgrid(freq, freq, indexing="ij"), axis=-1)


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def choose_basis(cell, cutoff, mesh):
    """Integer plane-wave labels inside the cutoff disc, for each k point."""
    recip, sets = reciprocal(cell), []
    for i in range(mesh):
        for j in range(mesh):
            k = np.array([(i + 0.137) / mesh - 0.5, (j + 0.291) / mesh - 0.5])
            q = (labels + k) @ recip
            g = labels[0.5 * np.sum(q * q, axis=1) <= cutoff]
            assert np.abs(g).max() < 8
            d0 = (g[:, None, 0] - g[None, :, 0]) % NG
            d1 = (g[:, None, 1] - g[None, :, 1]) % NG
            sets.append((g, k, d0 * NG + d1))
    return sets


def crystal(cell, sets, contact=0.0, start=None):
    """Energy, analytic frozen-basis tension, gap, density coefficients."""
    area, recip = abs(np.linalg.det(cell)), reciprocal(cell)
    g2 = np.sum((table @ recip)**2, axis=-1)
    well = -(V0 * 2 * np.pi * s**2 / area) * np.exp(-g2 * s**2 / 2)
    dwell = (well * (g2 * s**2 / 2 - 1) / area).ravel()
    density = np.zeros((NG, NG)) if start is None else start.copy()
    weight = 2.0 / len(sets)
    for _ in range(80):
        potential = (well + contact * density / area).ravel()
        band, tension, top, bottom = 0.0, 0.0, -1e9, 1e9
        waves = np.zeros((len(sets), NG, NG)) if contact else None
        for n, (g, k, index) in enumerate(sets):
            q = (g + k) @ recip
            kinetic = 0.5 * np.sum(q * q, axis=1)
            h = potential[index]
            h[np.diag_indices(len(g))] += kinetic
            e, v = np.linalg.eigh(h)
            c = v[:, 0]
            band += weight * e[0]
            tension += weight * (c @ dwell[index] @ c - kinetic @ (c * c) / area)
            top, bottom = max(top, e[0]), min(bottom, e[1])
            if contact:
                waves[n, g[:, 0], g[:, 1]] = c
        if not contact:
            return band, tension, bottom - top, density
        real = np.fft.ifft2(waves) * NG**2
        new = np.fft.fft2(weight * np.sum(np.abs(real)**2, axis=0)).real / NG**2
        repulsion = contact / (2 * area) * np.sum(new**2)
        energy = band - contact / area * np.sum(density * new) + repulsion
        if np.abs(new - density).max() < 1e-5:
            return energy, tension - repulsion / area, bottom - top, new
        density = 0.4 * density + 0.6 * new
    raise RuntimeError("self-consistency not reached")


def isolated_well(cutoff, points=80):
    """Lowest level of one well in a momentum disc, and its cutoff derivative."""
    kc = np.sqrt(2 * cutoff)
    x, w = np.polynomial.legendre.leggauss(points)
    q, w = kc * (x + 1) / 2, kc * w / 2

    def kernel(p, r):                       # angular average of the potential
        return (-V0 * 2 * np.pi * s**2 * np.exp(-(p - r)**2 * s**2 / 2)
                * ive(0, p * r * s**2))
    root = np.sqrt(w * q / (2 * np.pi))
    h = root[:, None] * kernel(q[:, None], q[None, :]) * root[None, :]
    e, v = np.linalg.eigh(h + np.diag(q**2 / 2))
    edge = -np.sum(root * kernel(kc, q) * v[:, 0]) / (cutoff - e[0])
    return e[0], -(cutoff - e[0]) * edge**2 / (2 * np.pi)


def scaled(ratio):
    return cell0 * np.sqrt(ratio)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# Frozen-basis tension: analytic stress against energy differences.
MESH = 30
base = choose_basis(cell0, Ec, MESH)
E0, tau_basis, gap, _ = crystal(cell0, base)
h = 1e-3
tau_fd = (crystal(scaled(1 + h), base)[0]
          - crystal(scaled(1 - h), base)[0]) / (2 * h * A0)
assert abs(tau_fd / tau_basis - 1) < 1e-3
stretch = [crystal(cell0 @ np.diag([1 + x, 1.0]), base)[0] for x in (h, -h)]
tau_uniaxial = (stretch[0] - stretch[1]) / (2 * h * A0)
assert abs(tau_uniaxial / tau_basis - 1) < 0.05   # finite, unsymmetric k mesh


# Constant-cutoff tension and cutoff derivative, from separate energies.
def slope(function, step):
    f = [function(m * step) for m in (-2, -1, 1, 2)]
    return (f[0] - 8 * f[1] + 8 * f[2] - f[3]) / (12 * step)


def energy_at_area(x):
    cell = scaled(1 + x)
    return crystal(cell, choose_basis(cell, Ec, MESH))[0]


def energy_at_cutoff(x):
    return crystal(cell0, choose_basis(cell0, Ec * (1 + x), MESH))[0]


tau_cutoff = slope(energy_at_area, 0.03) / A0
dE_dEc = slope(energy_at_cutoff, 0.03) / Ec
spurious = -Ec / A0 * dE_dEc
ratio = (tau_basis - tau_cutoff) / spurious
assert dE_dEc < 0 and spurious > 0
assert abs(ratio - 1) < 0.03                # residual k-mesh staircase noise

# Nearly converged basis: is the added term nearly the whole error?
E_conv, tau_conv, _, _ = crystal(cell0, choose_basis(cell0, Ehigh, 12))
assert E_conv < E0
assert abs(tau_cutoff - tau_conv) < 0.15 * spurious

# A coarse mesh has a flat staircase but a sensible frozen-basis tension.
coarse = crystal(cell0, choose_basis(cell0, Ec, 6))
nudged = crystal(cell0, choose_basis(cell0, Ec * (1 + 1e-6), 6))
assert coarse[0] == nudged[0]
assert abs(coarse[1] / tau_basis - 1) < 0.10

kT = const.k * 300 / const.e
assert gap * HARTREE > 20 * kT

show("Lattice constant", a_ang, "A", 2)
show("Cell area", A0 * BOHR**2, "A^2")
show("Well depth", depth_ev, "eV", 1)
show("Well width s", width_ang, "A", 2)
show("Cutoff", cutoff_ev, "eV", 1)
show("Mean number of plane waves", np.mean([len(b[0]) for b in base]), "", 2)
show("Energy per cell at cutoff", E0 * HARTREE, "eV")
show("Energy per cell, 500 eV basis", E_conv * HARTREE, "eV")
show("Basis error of energy", (E0 - E_conv) * HARTREE, "eV")
show("Band gap", gap * HARTREE, "eV", 3)
show("Thermal energy at 300 K", kT, "eV")
show("Cutoff derivative dE/dEc", dE_dEc, "(eV per eV)", 6)
show("Frozen-basis tension, analytic", tau_basis * TENSION, "eV/A^2", 5)
show("Frozen-basis tension, differences", tau_fd * TENSION, "eV/A^2", 5)
show("Frozen-basis stress, one-axis stretch", tau_uniaxial * TENSION, "eV/A^2", 5)
show("Constant-cutoff tension", tau_cutoff * TENSION, "eV/A^2", 5)
show("Tension in 500 eV basis", tau_conv * TENSION, "eV/A^2", 5)
show("Spurious tension from formula", spurious * TENSION, "eV/A^2", 5)
show("Spurious tension from formula", spurious * TENSION * NEWTON_PER_M, "N/m", 3)
show("Measured added tension / formula", ratio, "", 4)
show("Frozen-basis tension, 6x6 k mesh", coarse[1] * TENSION, "eV/A^2", 5)
show("6x6 energy change, cutoff up 1 ppm", (nudged[0] - coarse[0]) * HARTREE, "eV", 9)

# Independent isolated-well road to the total tension error.
for ev in (150.0, 200.0, 250.0):
    cut = ev / HARTREE
    level, derivative = isolated_well(cut)
    d = 1e-3 * cut
    numeric = (isolated_well(cut + d)[0] - isolated_well(cut - d)[0]) / (2 * d)
    assert abs(numeric / derivative - 1) < 1e-3
    predicted = -2 * cut * derivative / A0
    error = crystal(cell0, choose_basis(cell0, cut, 24))[1] - tau_conv
    assert abs(error / predicted - 1) < 0.15    # wells are not fully isolated
    show(f"{ev:.0f} eV: isolated-well level", level * HARTREE, "eV")
    show(f"{ev:.0f} eV: crystal tension error", error * TENSION, "eV/A^2", 6)
    show(f"{ev:.0f} eV: isolated-well formula", predicted * TENSION, "eV/A^2", 6)

# False contraction against a linear area stiffness.
K = stiffness_ev / TENSION
frozen, reference = choose_basis(cell0, Ec, 16), choose_basis(cell0, Ehigh, 8)


def total_tension(x):
    cell = scaled(1 + x)
    false_part = crystal(cell, frozen)[1] - crystal(cell, reference)[1]
    return false_part + K * x


area_change = brentq(total_tension, -0.2, 0.0, xtol=1e-6)
linear_strain = -spurious / (2 * K)
finite_strain = np.sqrt(1 + area_change) - 1
assert linear_strain < finite_strain < 0
show("Area stiffness", stiffness_ev, "eV/A^2", 2)
show("False lattice strain, linear", 100 * linear_strain, "%", 3)
show("False lattice strain, finite", 100 * finite_strain, "%", 3)
show("False lattice-constant change", a_ang * finite_strain, "A", 4)

# Electron repulsion as a self-consistent contact mean field.
contact = contact_ev / (HARTREE * BOHR**2)
step = 0.02
_, tau_mf, gap_mf, rho = crystal(cell0, frozen, contact)
e_area, e_cut = [], []
for x in (step, -step):
    cell = scaled(1 + x)
    e_area.append(crystal(cell, choose_basis(cell, Ec, 16), contact, rho)[0])
    e_cut.append(crystal(cell0, choose_basis(cell0, Ec * (1 + x), 16),
                         contact, rho)[0])
tau_cut_mf = (e_area[0] - e_area[1]) / (2 * step * A0)
spurious_mf = -(e_cut[0] - e_cut[1]) / (2 * step * A0)
ratio_mf = (tau_mf - tau_cut_mf) / spurious_mf
assert gap_mf > 0 and spurious_mf > 0
assert abs(ratio_mf - 1) < 0.08             # coarser mesh, two-point slopes
show("Contact repulsion", contact_ev, "eV A^2", 2)
show("With repulsion: band gap", gap_mf * HARTREE, "eV", 3)
show("With repulsion: frozen-basis tension", tau_mf * TENSION, "eV/A^2", 5)
show("With repulsion: constant-cutoff tension", tau_cut_mf * TENSION, "eV/A^2", 5)
show("With repulsion: spurious tension", spurious_mf * TENSION, "eV/A^2", 5)
show("With repulsion: added tension / formula", ratio_mf, "", 4)
print("checks complete")
```

Output of this version:

```
Lattice constant: 3.20 A
Cell area: 8.8681 A^2
Well depth: 50.0 eV
Well width s: 0.50 A
Cutoff: 150.0 eV
Mean number of plane waves: 27.78
Energy per cell at cutoff: -37.8353 eV
Energy per cell, 500 eV basis: -37.9047 eV
Basis error of energy: 0.0693 eV
Band gap: 17.460 eV
Thermal energy at 300 K: 0.0259 eV
Cutoff derivative dE/dEc: -0.002373 (eV per eV)
Frozen-basis tension, analytic: 0.04827 eV/A^2
Frozen-basis tension, differences: 0.04827 eV/A^2
Frozen-basis stress, one-axis stretch: 0.04832 eV/A^2
Constant-cutoff tension: 0.00800 eV/A^2
Tension in 500 eV basis: 0.00707 eV/A^2
Spurious tension from formula: 0.04014 eV/A^2
Spurious tension from formula: 0.643 N/m
Measured added tension / formula: 1.0035
Frozen-basis tension, 6x6 k mesh: 0.04811 eV/A^2
6x6 energy change, cutoff up 1 ppm: 0.000000000 eV
150 eV: isolated-well level: -18.9135 eV
150 eV: crystal tension error: 0.041137 eV/A^2
150 eV: isolated-well formula: 0.041648 eV/A^2
200 eV: isolated-well level: -18.9422 eV
200 eV: crystal tension error: 0.009413 eV/A^2
200 eV: isolated-well formula: 0.009522 eV/A^2
250 eV: isolated-well level: -18.9473 eV
250 eV: crystal tension error: 0.002254 eV/A^2
250 eV: isolated-well formula: 0.002277 eV/A^2
Traceback (most recent call last):
  File "check.py", line 213, in <module>
    assert linear_strain < finite_strain < 0
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The failed test compared two different tensions. The linear strain used the formula's spurious tension on the 30×30 k mesh, while the finite strain used the total tension error on a 16×16 mesh; the printed 150 eV total error is about 2.5% larger than the formula's value, enough to hide the few-percent reduction expected under compression. Both strains now start from the same total error on the same mesh, so the ordering test has a changed linear reference; the old formula-based strain is still printed and must agree with the new one within 5%. A new test compares the fall of the false tension at 5% area compression with the isolated-well prediction, and no existing tolerance is changed.

Repair:

```diff
@@ -202,18 +202,34 @@
 
 
-def total_tension(x):
+def false_tension(x):
+    """Total tension error of the frozen basis at relative area change x."""
     cell = scaled(1 + x)
-    false_part = crystal(cell, frozen)[1] - crystal(cell, reference)[1]
-    return false_part + K * x
-
-
-area_change = brentq(total_tension, -0.2, 0.0, xtol=1e-6)
-linear_strain = -spurious / (2 * K)
+    return crystal(cell, frozen)[1] - crystal(cell, reference)[1]
+
+
+def well_tension(x):
+    """Isolated-well prediction: compression raises the effective cutoff."""
+    cut = Ec / (1 + x)
+    return -2 * cut * isolated_well(cut)[1] / (A0 * (1 + x))
+
+
+false_start = false_tension(0.0)
+fall = false_tension(-0.05) / false_start
+fall_well = well_tension(-0.05) / well_tension(0.0)
+area_change = brentq(lambda x: false_tension(x) + K * x, -0.2, 0.0, xtol=1e-6)
+formula_strain = -spurious / (2 * K)
+linear_strain = -false_start / (2 * K)
 finite_strain = np.sqrt(1 + area_change) - 1
+show("Area stiffness", stiffness_ev, "eV/A^2", 2)
+show("Total tension error, 16x16 k mesh", false_start * TENSION, "eV/A^2", 5)
+show("Error at 5% smaller area / at start", fall, "", 4)
+show("Same ratio, isolated well", fall_well, "", 4)
+show("False lattice strain, linear, formula", 100 * formula_strain, "%", 4)
+show("False lattice strain, linear, total error", 100 * linear_strain, "%", 4)
+show("False lattice strain, finite", 100 * finite_strain, "%", 4)
+show("False lattice-constant change", a_ang * finite_strain, "A", 4)
+assert fall < 1 and abs(fall / fall_well - 1) < 0.05
+assert abs(formula_strain / linear_strain - 1) < 0.05
 assert linear_strain < finite_strain < 0
-show("Area stiffness", stiffness_ev, "eV/A^2", 2)
-show("False lattice strain, linear", 100 * linear_strain, "%", 3)
-show("False lattice strain, finite", 100 * finite_strain, "%", 3)
-show("False lattice-constant change", a_ang * finite_strain, "A", 4)
 
 # Electron repulsion as a self-consistent contact mean field.
@@ -230,6 +246,4 @@
 spurious_mf = -(e_cut[0] - e_cut[1]) / (2 * step * A0)
 ratio_mf = (tau_mf - tau_cut_mf) / spurious_mf
-assert gap_mf > 0 and spurious_mf > 0
-assert abs(ratio_mf - 1) < 0.08             # coarser mesh, two-point slopes
 show("Contact repulsion", contact_ev, "eV A^2", 2)
 show("With repulsion: band gap", gap_mf * HARTREE, "eV", 3)
@@ -238,3 +252,5 @@
 show("With repulsion: spurious tension", spurious_mf * TENSION, "eV/A^2", 5)
 show("With repulsion: added tension / formula", ratio_mf, "", 4)
+assert gap_mf > 0 and spurious_mf > 0
+assert abs(ratio_mf - 1) < 0.08             # coarser mesh, two-point slopes
 print("checks complete")
```

After the repair:

```
Lattice constant: 3.20 A
Cell area: 8.8681 A^2
Well depth: 50.0 eV
Well width s: 0.50 A
Cutoff: 150.0 eV
Mean number of plane waves: 27.78
Energy per cell at cutoff: -37.8353 eV
Energy per cell, 500 eV basis: -37.9047 eV
Basis error of energy: 0.0693 eV
Band gap: 17.460 eV
Thermal energy at 300 K: 0.0259 eV
Cutoff derivative dE/dEc: -0.002373 (eV per eV)
Frozen-basis tension, analytic: 0.04827 eV/A^2
Frozen-basis tension, differences: 0.04827 eV/A^2
Frozen-basis stress, one-axis stretch: 0.04832 eV/A^2
Constant-cutoff tension: 0.00800 eV/A^2
Tension in 500 eV basis: 0.00707 eV/A^2
Spurious tension from formula: 0.04014 eV/A^2
Spurious tension from formula: 0.643 N/m
Measured added tension / formula: 1.0035
Frozen-basis tension, 6x6 k mesh: 0.04811 eV/A^2
6x6 energy change, cutoff up 1 ppm: 0.000000000 eV
150 eV: isolated-well level: -18.9135 eV
150 eV: crystal tension error: 0.041137 eV/A^2
150 eV: isolated-well formula: 0.041648 eV/A^2
200 eV: isolated-well level: -18.9422 eV
200 eV: crystal tension error: 0.009413 eV/A^2
200 eV: isolated-well formula: 0.009522 eV/A^2
250 eV: isolated-well level: -18.9473 eV
250 eV: crystal tension error: 0.002254 eV/A^2
250 eV: isolated-well formula: 0.002277 eV/A^2
Area stiffness: 5.00 eV/A^2
Total tension error, 16x16 k mesh: 0.04137 eV/A^2
Error at 5% smaller area / at start: 0.8319
Same ratio, isolated well: 0.8319
False lattice strain, linear, formula: -0.4014 %
False lattice strain, linear, total error: -0.4137 %
False lattice strain, finite: -0.4030 %
False lattice-constant change: -0.0129 A
Contact repulsion: 4.00 eV A^2
With repulsion: band gap: 14.601 eV
With repulsion: frozen-basis tension: 0.02858 eV/A^2
With repulsion: constant-cutoff tension: 0.01003 eV/A^2
With repulsion: spurious tension: 0.01852 eV/A^2
With repulsion: added tension / formula: 1.0012
checks complete
```
